**Film thickness from a small cosine source facing a parallel substrate**

The film thickness is t(r) = V h²/[π(h² + r²)²], so the thickness at r = h is one quarter of its axial value. Here h is the source–substrate distance, r the distance from the axis along the substrate, and V the film volume made from all emitted atoms. The program asserts this law against patch solid angles computed from corner directions, and it separates the factors due to distance, patch tilt and emission angle. Random rays test the fraction of material landing within a given radius. Further assertions cover non-cosine and one-sided emission, sources of finite size, and the loss of unscattered atoms to gas collisions. For 20 mg of aluminium and h = 100 mm, the output gives 235.8 nm on the axis and 58.9 nm at r = h. It also shows that at a magnetron pressure of 3 mTorr about 94% of the atoms on the axial path are scattered, so the collisionless result cannot be relied on there.

## Numerical verification

```python
"""
Result under test: a small cosine source facing a parallel substrate gives
    t(r) = V h^2 / (pi (h^2 + r^2)^2),   so t(h) / t(0) = 1/4.
t: film thickness; V: film volume from all emitted atoms; h: source-substrate
distance; r: distance from the axis along the substrate.
Assumed: straight neutral flight, full sticking, uniform film density.
The program also sizes departures from these ideal conditions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def thickness(radius, distance, volume):
    return volume * distance**2 / (np.pi * (distance**2 + radius**2)**2)


def triangle_solid_angle(a, b, c):
    """Solid angle of a triangle from unit vectors to its corners."""
    triple = abs(np.dot(a, np.cross(b, c)))
    return 2 * np.arctan2(triple, 1 + a @ b + b @ c + c @ a)


def patch_arrival(x, emission, facing=False):
    """Arrival per area at (x, 0, 1), with the source at the origin."""
    center = np.array([x, 0.0, 1.0])
    direction = center / np.linalg.norm(center)
    edge_x = np.array([1.0, 0.0, 0.0])
    if facing:
        edge_x = np.array([direction[2], 0.0, -direction[0]])
    edge_y = np.array([0.0, 1.0, 0.0])
    side = 1e-3
    corners = []
    for i, j in [(-1, -1), (1, -1), (1, 1), (-1, 1)]:
        point = center + 0.5 * side * (i * edge_x + j * edge_y)
        corners.append(point / np.linalg.norm(point))
    angle = triangle_solid_angle(corners[0], corners[1], corners[2])
    angle += triangle_solid_angle(corners[0], corners[2], corners[3])
    return emission(direction) * angle / side**2


def patch_ratio(emission, x=1.0, facing=False):
    return patch_arrival(x, emission, facing) / patch_arrival(0.0, emission)


def cosine(direction):
    return direction[2] / np.pi


def isotropic(direction):
    return 1 / (2 * np.pi)


# Emission normalization and the absolute thickness law.
norm = quad(lambda q: 2 * np.pi * np.sin(q) * np.cos(q), 0, np.pi / 2)[0]
assert abs(norm - np.pi) < 1e-10
for x in [0.0, 0.25, 0.5, 1.0, 1.5, 3.0]:
    direct = patch_arrival(x, cosine)
    assert abs(direct / thickness(x, 1.0, 1.0) - 1) < 1e-5
ratio = patch_ratio(cosine)
assert abs(ratio - 0.25) < 1e-5

# Separate the effects of distance, patch tilt and emission angle.
distance_only = patch_ratio(isotropic, facing=True)
distance_and_tilt = patch_ratio(isotropic)
tilt_factor = distance_and_tilt / distance_only
emission_factor = ratio / distance_and_tilt
assert abs(distance_only - 0.5) < 1e-5
assert abs(tilt_factor - 1 / np.sqrt(2)) < 1e-5
assert abs(emission_factor - 1 / np.sqrt(2)) < 1e-5

# Random rays: accept isotropic directions with probability cos(theta).
rng = np.random.default_rng(4127)
ray_cos = rng.random(2_000_000)
ray_cos = ray_cos[rng.random(ray_cos.size) < ray_cos]
landing_radius = np.sqrt(1 - ray_cos**2) / ray_cos
for limit in [0.5, 1.0, 2.0]:
    expected = limit**2 / (1 + limit**2)
    sampled = np.mean(landing_radius < limit)
    sigma = np.sqrt(expected * (1 - expected) / ray_cos.size)
    assert abs(sampled - expected) < 5 * sigma
half_fraction = np.mean(landing_radius < 1)
total = quad(lambda x: 2 * np.pi * x * thickness(x, 1, 1), 0, np.inf)[0]
assert abs(total - 1) < 1e-8

# Other emission shapes.
shape_ratios = {}
for exponent in [0.8, 1.2]:
    shape_ratios[exponent] = patch_ratio(lambda u: u[2]**exponent)
    expected = 2 ** (-(exponent + 3) / 2)
    assert abs(shape_ratios[exponent] - expected) < 1e-5
asymmetry = 0.2


def tilted_lobe(direction):
    return cosine(direction) * (1 + asymmetry * direction[0])


forward = patch_ratio(tilted_lobe, 1.0)
backward = patch_ratio(tilted_lobe, -1.0)
assert abs(forward - 0.25 * (1 + asymmetry / np.sqrt(2))) < 1e-5
assert abs(backward - 0.25 * (1 - asymmetry / np.sqrt(2))) < 1e-5
assert abs((forward + backward) / 2 - ratio) < 1e-5
assert abs(patch_arrival(0, tilted_lobe) - patch_arrival(0, cosine)) < 1e-10

# Worked example: rough ion-beam sputtering parameters for aluminium.
h_mm = 100.0
spot_mm = 10.0
mass_mg = 20.0
density_g_cm3 = 2.7
pressure_mtorr = 0.1
temperature_k = 300.0
cross_section_nm2 = 0.3
energy_ev = 2.0
al_mass_u = 27.0
ar_mass_u = 40.0
volume_mm3 = mass_mg / density_g_cm3
axial_nm = thickness(0, h_mm, volume_mm3) * 1e6
offaxis_nm = thickness(h_mm, h_mm, volume_mm3) * 1e6
path_mm = np.hypot(h_mm, h_mm)
angle_deg = np.degrees(np.arctan2(h_mm, h_mm))

# Average the point-source law over a disc and over a thin ring.
azimuth = np.arange(256) * 2 * np.pi / 256
nodes, weights = np.polynomial.legendre.leggauss(24)


def ring_arrival(x, radius):
    squared = x**2 + radius**2 - 2 * x * radius * np.cos(azimuth)
    return np.mean(thickness(np.sqrt(np.maximum(squared, 0)), 1, 1))


def disc_arrival(x, radius):
    rings = radius * np.sqrt((nodes + 1) / 2)
    values = [ring_arrival(x, ring) for ring in rings]
    return np.dot(weights, values) / 2


disc_radius = spot_mm / h_mm
disc_ratio = disc_arrival(1, disc_radius) / disc_arrival(0, disc_radius)
racetrack_mm = 20.0
ring_radius = racetrack_mm / h_mm
ring_ratio = ring_arrival(1, ring_radius) / ring_arrival(0, ring_radius)
disc_rule = 0.25 * (1 + 2.5 * disc_radius**2 / 2)
ring_rule = 0.25 * (1 + 2.5 * ring_radius**2)
# The omitted terms are of fourth order in source size over distance.
assert abs(disc_ratio - disc_rule) < disc_radius**4
assert abs(ring_ratio - ring_rule) < ring_radius**4


def free_path_mm(pressure):
    pressure_pa = pressure * 1e-3 * const.torr
    number_density = pressure_pa / (const.k * temperature_k)
    return 1e3 / (number_density * cross_section_nm2 * 1e-18)


def stepped_survival(length, free_path):
    steps = 100_000
    return np.prod(np.full(steps, 1 - length / free_path / steps))


magnetron_mtorr = 3.0
gas_results = []
for pressure in [pressure_mtorr, magnetron_mtorr]:
    free_path = free_path_mm(pressure)
    axial_survival = stepped_survival(h_mm, free_path)
    oblique_survival = stepped_survival(path_mm, free_path)
    direct_ratio = ratio * oblique_survival / axial_survival
    expected = 0.25 * np.exp(-(np.sqrt(2) - 1) * h_mm / free_path)
    assert abs(direct_ratio / expected - 1) < 2e-4
    gas_results.append((free_path, 1 - axial_survival, direct_ratio))

al_speed = np.sqrt(2 * energy_ev * const.e / (al_mass_u * const.atomic_mass))
ar_speed = np.sqrt(8 * const.k * temperature_k
                   / (np.pi * ar_mass_u * const.atomic_mass))
# Stationary-gas attenuation requires sputtered atoms much faster than argon.
assert al_speed > 5 * ar_speed


def change_percent(value):
    return 100 * (value / 0.25 - 1)


print(f"Thickness ratio at r=h: {ratio:.6f}")
print(f"Distance factor: {distance_only:.6f}")
print(f"Patch-tilt factor: {tilt_factor:.6f}")
print(f"Emission factor: {emission_factor:.6f}")
print(f"Random-ray fraction within r=h: {half_fraction:.4f}")
print(f"Source distance: {h_mm:.0f} mm")
print(f"Emitted Al mass: {mass_mg:.0f} mg")
print(f"Rough Al density: {density_g_cm3:.1f} g/cm3")
print(f"Film volume: {volume_mm3:.3f} mm3")
print(f"Path to r=h: {path_mm:.1f} mm")
print(f"Emission angle at r=h: {angle_deg:.1f} degrees")
print(f"Axial thickness: {axial_nm:.1f} nm = {axial_nm * 10:.0f} angstrom")
print(f"Thickness at r=h: {offaxis_nm:.1f} nm = {offaxis_nm * 10:.0f} angstrom")
for radius_mm in [25, 50, 150]:
    value = thickness(radius_mm, h_mm, volume_mm3) * 1e6
    print(f"Thickness at r={radius_mm} mm: {value:.1f} nm")
for exponent, value in shape_ratios.items():
    print(f"Ratio for cosine exponent {exponent:.1f}: {value:.4f}")
    print(f"  change from 1/4: {change_percent(value):+.1f} %")
print(f"Oblique-impact asymmetry b: {asymmetry:.1f}")
print(f"Forward-side ratio: {forward:.4f}")
print(f"Backward-side ratio: {backward:.4f}")
print(f"  forward change from 1/4: {change_percent(forward):+.1f} %")
print(f"  backward change from 1/4: {change_percent(backward):+.1f} %")
print(f"Ion-beam spot radius: {spot_mm:.0f} mm")
print(f"Finite-spot ratio: {disc_ratio:.4f}")
print(f"  change from 1/4: {change_percent(disc_ratio):+.2f} %")
print(f"Gas temperature: {temperature_k:.0f} K")
print(f"Rough Al-Ar cross-section: {cross_section_nm2:.1f} nm2")
print(f"Rough Al atom energy: {energy_ev:.1f} eV")
print(f"Al atom speed: {al_speed:.0f} m/s")
print(f"Mean Ar atom speed: {ar_speed:.0f} m/s")
for name, pressure, result in zip(
        ["Ion beam", "Magnetron"], [pressure_mtorr, magnetron_mtorr],
        gas_results):
    print(f"{name} pressure: {pressure:.1f} mTorr")
    print(f"{name} mean free path: {result[0]:.1f} mm")
    print(f"{name} axial fraction scattered: {100 * result[1]:.1f} %")
    print(f"{name} unscattered-arrival ratio: {result[2]:.4f}")
    print(f"  change from 1/4: {change_percent(result[2]):+.1f} %")
print(f"Magnetron racetrack radius: {racetrack_mm:.0f} mm")
print(f"Racetrack ratio without gas: {ring_ratio:.4f}")
print(f"  change from 1/4: {change_percent(ring_ratio):+.1f} %")
print("finished without a failed check")
```

Printed output:

```
Thickness ratio at r=h: 0.250000
Distance factor: 0.500000
Patch-tilt factor: 0.707107
Emission factor: 0.707107
Random-ray fraction within r=h: 0.5004
Source distance: 100 mm
Emitted Al mass: 20 mg
Rough Al density: 2.7 g/cm3
Film volume: 7.407 mm3
Path to r=h: 141.4 mm
Emission angle at r=h: 45.0 degrees
Axial thickness: 235.8 nm = 2358 angstrom
Thickness at r=h: 58.9 nm = 589 angstrom
Thickness at r=25 mm: 208.9 nm
Thickness at r=50 mm: 150.9 nm
Thickness at r=150 mm: 22.3 nm
Ratio for cosine exponent 0.8: 0.2679
  change from 1/4: +7.2 %
Ratio for cosine exponent 1.2: 0.2333
  change from 1/4: -6.7 %
Oblique-impact asymmetry b: 0.2
Forward-side ratio: 0.2854
Backward-side ratio: 0.2146
  forward change from 1/4: +14.1 %
  backward change from 1/4: -14.1 %
Ion-beam spot radius: 10 mm
Finite-spot ratio: 0.2531
  change from 1/4: +1.25 %
Gas temperature: 300 K
Rough Al-Ar cross-section: 0.3 nm2
Rough Al atom energy: 2.0 eV
Al atom speed: 3781 m/s
Mean Ar atom speed: 398 m/s
Ion beam pressure: 0.1 mTorr
Ion beam mean free path: 1035.6 mm
Ion beam axial fraction scattered: 9.2 %
Ion beam unscattered-arrival ratio: 0.2402
  change from 1/4: -3.9 %
Magnetron pressure: 3.0 mTorr
Magnetron mean free path: 34.5 mm
Magnetron axial fraction scattered: 94.5 %
Magnetron unscattered-arrival ratio: 0.0753
  change from 1/4: -69.9 %
Magnetron racetrack radius: 20 mm
Racetrack ratio without gas: 0.2756
  change from 1/4: +10.3 %
finished without a failed check
```
